Particle-Particle Ladders and Missing Diagrams for Two Electrons on a Ring

**Problem**

Two electrons of opposite spin move on a ring of L ≥ 3 sites. An electron hops between neighbouring sites with amplitude −t, where t > 0, and two electrons on the same site repel with energy U > 0:

H = −t Σ_{x,σ} (c†_{x+1,σ} c_{x,σ} + c†_{x,σ} c_{x+1,σ}) + U Σ_x n_{x↑} n_{x↓}.

The reference state Φ has both electrons in the orbital of zero momentum.

(a) Sum all particle-particle ladder diagrams for the energy.
(b) Find the exact ground-state energy.
(c) Identify the diagrams that account for the difference, and evaluate them for L = 6 and U = 2t.

Diagrams are built on Hartree-Fock orbitals, and correlation energies are measured from the Hartree-Fock energy. The wave function is normalized by ⟨Φ|Ψ⟩ = 1.

**The model in momentum space**

The plane waves exp(ikx)/√L, with k = 2πm/L, have band energies e_k = −2t cos k. The repulsion between them has the matrix element

⟨k'↑, q'↓|V|k↑, q↓⟩ = (U/L²) Σ_x exp[i(k+q−k'−q')x].

The sum equals L if total momentum is conserved, modulo 2π, and vanishes otherwise. Every allowed element is therefore the same number,

g = U/L.

In Φ each spin has density 1/L on every site. An electron feels the density of the other spin, so its mean field is the constant U/L = g. Plane waves remain Hartree-Fock orbitals, with energies ε_k = e_k + g. The sum 2ε_0 counts the mutual repulsion twice, hence

E_HF = 2ε_0 − g = 2e_0 + g.

Exciting one electron from Φ gives total momentum k ≠ 0, which H cannot produce from Φ. Single excitations are thus absent. The states that couple to Φ are the pairs |k⟩ = (k↑, −k↓) with k ≠ 0. Since e_{−k} = e_k, such a pair costs the orbital energy

D_k = 2(ε_k − ε_0) = 2(e_k − e_0) = 4t(1 − cos k).

**First estimate by scaling**

For L = 6 and U = 2t, g = t/3. The lowest pairs have k = ±60° and the gap D_1 = 4t(1 − 1/2) = 2t. Keep these two pairs alone.

Second-order perturbation theory gives a correlation energy of about

−2g²/D_1 = −0.11t.

Each further rung of a ladder brings one more matrix element and one more sum over pairs, a factor −2g/D_1 = −1/3. The geometric sum is

−0.11t / (1 + 1/3) ≈ −0.08t.

Diagrams outside the ladder class let the holes left in the k = 0 orbital interact. On dimensional grounds they shift the energy of an excited pair by an amount of order g, which changes the denominators by a fraction g/D_1 = 1/6. The missing energy should then be of the order of

(1/6) × 0.11t ≈ 0.02t.

Scaling does not give its sign, because attractive and repulsive shifts may compete.

**Exact solution: the ladder sum**

In a particle-particle ladder the two electrons leave the k = 0 orbital, scatter repeatedly among the pairs |k⟩, and return. The Bethe-Goldstone equation sums these processes:

G = V + V Q (2ε_0 − H_0)⁻¹ Q G.

Here H_0 contains the Hartree-Fock orbital energies and Q admits those states with both electrons outside k = 0. The mean-field part of the perturbation does not appear, because it cancels the diagrams in which a line interacts with the average density.

On |k⟩ the denominator 2ε_0 − H_0 equals −D_k. Since all elements of V are equal to g, the element Γ = ⟨k|G|Φ⟩ does not depend on k, and it also equals ⟨Φ|G|Φ⟩. Define

σ_n = Σ_{k≠0} 1/D_k^n.

The equation becomes an algebraic one:

Γ = g − gσ_1 Γ,
Γ = g/(1 + gσ_1).

Iterating the first line gives the diagrams one by one. The term of order n is g(−gσ_1)^(n−1), with n interactions and n−1 intermediate pairs. The series converges for gσ_1 < 1, whereas the solved equation remains finite for every U > 0.

The first-order term g is already part of E_HF = 2e_0 + g. The energy with all ladders is therefore

E_pp = 2e_0 + g/(1 + gσ_1).

The corresponding pair amplitudes are τ_k = −Γ/D_k. The wave function Φ + Σ_k τ_k|k⟩, with both electrons on one site, is (1/L)(1 + Σ_k τ_k). The contact amplitude relative to Φ is

A = 1 + Σ_k τ_k = 1 − σ_1Γ = 1/(1 + gσ_1) = Γ/g.

The ladders thus reduce the chance of finding both electrons on one site, and with it the repulsion.

**Exact solution: the Schrödinger equation**

In the basis of site positions (x↑, y↓) all off-diagonal elements of H are zero or −t, and hopping connects all positions. The ground state can then be chosen positive everywhere. It overlaps with Φ, whose coefficients all equal 1/L, so it has zero total momentum and the form

Ψ = Φ + Σ_{k≠0} τ_k |k⟩.

Let s = E − 2e_0, and again A = 1 + Σ_k τ_k. Projecting HΨ = EΨ on Φ and on |k⟩ gives

2e_0 + gA = E, hence s = gA,
2e_k τ_k + gA = E τ_k, hence (s − D_k) τ_k = gA.

The second line gives τ_k = −gA/(D_k − s). Summing over k,

A = 1 − gA σ(s), with σ(s) = Σ_{k≠0} 1/(D_k − s).

Solving for A and inserting it in s = gA yields

E = 2e_0 + s, s = F(s), F(s) = g/[1 + gσ(s)].

The ladder sum is E_pp = 2e_0 + F(0). The exact energy has the same form, but with the starting energy of the pair moved from 2e_0 to the true energy 2e_0 + s.

There is no solution with s ≤ 0, because F is positive there. Between 0 and the lowest gap D_1, σ(s) rises and F(s) falls. The difference s − F(s) starts at −F(0) < 0 and increases. It becomes positive before s reaches D_1, because F tends to zero there. This interval thus contains one root, the lowest one, and it is the ground state. A zero-momentum state without overlap with Φ would have Σ_k τ_k = 0 and energy 2e_k, hence s = D_k, which is higher.

Since F falls with s and the root is positive, s = F(s) < F(0). In this model

E < E_pp for every U > 0:

the ladders give too little correlation energy.

**Exact solution: naming the missing diagrams**

The correlation energy is E_c = E − E_HF = s − g, so

s = g + E_c.

The two parts of this shift belong to two kinds of diagram.

*Diagrams linear in the pair amplitude.* Consider the diagonal energy of |k⟩. Relative to Φ, the occupations change by −1 for the two holes (0↑ and 0↓) and by +1 for the two particles (k↑ and −k↓). The diagonal repulsion is g times the product of the up and down occupations. Expanding this product about Φ, the terms linear in the changes give the Hartree-Fock energies. The bilinear terms are

particle with particle: (+1)(+1)g = +g,
hole with hole: (−1)(−1)g = +g,
particle with hole, two combinations: 2(+1)(−1)g = −2g.

The first is the diagonal part of the ladder rung. The other two are missing from the ladders. They have no off-diagonal counterpart: there is one hole of each spin, both at k = 0, so momentum conservation leaves the particle where it was. A ring vertex, which would replace an up particle-hole pair by a down one, would need a second down electron to excite.

With these terms the amplitude equation reads

−D_k τ_k = gA + gτ_k − 2gτ_k.

Moved to the left, the hole-hole term contributes −g to s and the particle-hole terms contribute +2g. Together they give s = g, and the energy is 2e_0 + F(g). Solving the equation also includes the diagrams in which these vertices alternate with ladder rungs.

*Diagrams quadratic in the pair amplitude.* The remaining shift E_c corresponds to a term −E_c τ_k on the right-hand side. Since E_c = gA − g = g Σ_q τ_q, this term is quadratic in τ.

Its diagrams follow from writing Ψ = exp(T)Φ, where T creates the pair excitations. The term T²Φ/2 would excite four electrons. With two electrons it vanishes, and so does its contribution to the projection on |k⟩. Diagrammatically that contribution has two parts. In the unlinked part V closes one factor T completely, which gives E_c, while the other factor supplies τ_k. The two choices of factor cancel the 1/2, so this part is E_c τ_k. In the linked part V is connected to both factors. Because the total is zero,

linked part = −E_c τ_k.

The linked-cluster expansion removes the unlinked part against the term E_c τ_k on the energy side of the Schrödinger equation. The linked part remains. It consists of diagrams that violate the exclusion principle, having four hole lines although two electrons are available.

They can be classified further. Let i and j be the two occupied spin orbitals, t_ij^ab the antisymmetric pair amplitude, and v_kl^cd the antisymmetrized interaction, so that E_c = ½ Σ_cd v_ij^cd t_ij^cd. By the usual diagram rules, the class in which a hole pair is exchanged is

¼ Σ_klcd v_kl^cd t_ij^cd t_kl^ab = E_c t_ij^ab,

because (k,l) = (i,j) and (j,i) contribute equally. The class with an insertion on one hole line is

−½ Σ_klcd v_kl^cd t_ik^ab t_jl^cd − (i ↔ j).

Here k = j and l = i are forced. The sum over c and d gives 2E_c, so the first term is −E_c t_ij^ab. The exchanged term gives the same, for a total of −2E_c t_ij^ab. The two classes already add up to −E_c t_ij^ab. The remaining ones, rings and insertions on particle lines, must therefore cancel each other. The numerical check tests these relations with random two-electron vertices and amplitudes.

The missing diagrams are thus the hole-hole and particle-hole diagrams, their mixtures with ladder rungs, and the linked quadratic diagrams. In a two-electron system without the momentum selection rule, single excitations can form a further missing class.

**Contributions at fixed order**

For small g, expand

σ(s) = σ_1 + sσ_2 + s²σ_3 + …,
F(s) = g − g²σ(s) + g³σ(s)² − g⁴σ(s)³ + ….

In third order, the ladder gives g³σ_1². A shift s of first order adds −g²σ_2 s. With s = −g for hole-hole and s = +2g for particle-hole diagrams,

E_3 = g³σ_1² + g³σ_2 − 2g³σ_2.

The quadratic diagrams begin one order later. Their lowest shift is the second-order energy −g²σ_1, which contributes −g²σ_2(−g²σ_1) = +g⁴σ_1σ_2.

**Numbers for six sites**

For L = 6 the gaps are 2t, 6t, 8t, 6t and 2t, so

σ_1 = (1/2 + 1/6 + 1/8 + 1/6 + 1/2)/t = 1.4583/t.

With g = t/3, gσ_1 = 0.4861. The ladder sum is

A = 1/1.4861 = 0.6729,
E_pp = −4t + 0.3333t × 0.6729 = −3.7757t.

The root of s = F(s) is s = 0.2176t. Inserting it confirms the solution:

σ(s) = (2/1.7824 + 2/5.7824 + 1/7.7824)/t = 1.5964/t,
F(s) = 0.3333t/(1 + 0.5321) = 0.2176t.

The exact energy is E = −3.7824t, and direct diagonalization in the site basis gives the same value. Adding the classes successively gives these correlation energies:

ladders: −0.1090t
with hole-hole diagrams: −0.1004t
with particle-hole diagrams as well: −0.1198t
with quadratic diagrams, exact: −0.1158t

The ladders supply 94% of the exact correlation energy. The missing −0.00674t is the sum of +0.00864t, −0.01942t and +0.00404t, so there is strong cancellation. These three increments depend on the order in which the classes are added, because F is not linear in s. The lowest-order contribution of each class does not, because in third order each diagram contains only one rung, hole-hole or particle-hole vertex, and in fourth order the quadratic diagrams contain no vertex of the other missing classes. Mixed hole-hole and particle-hole diagrams first appear in fourth order, through the term s²σ_3. In third order the contributions are 0.0788t from ladders, 0.0212t from hole-hole and −0.0423t from particle-hole diagrams. In fourth order the quadratic diagrams contribute 0.0103t.

**Comparison of estimate and solution**

The estimate for the ladders was −0.08t, against −0.109t. It left out the three higher pairs, which raise σ_1 from 1/t to 1.458/t.

The missing energy was estimated as 0.02t in size and is −0.0067t. The factor of about three can be traced by expanding F to first order in s. Since dσ/ds = σ_2 at s = 0,

F(s) − F(0) ≈ −s g²σ_2/(1 + gσ_1)² = −s g²σ_2 A².

With σ_2 = 0.5712/t² this is

−0.2176 × 0.1111 × 0.5712 × 0.4528 t = −0.0063t,

close to the full difference. The estimate amounts to s = g, A = 1 and σ_2 = 2/D_1² = 0.5/t². Two corrections reduce it. The contact amplitude enters squared, A² = 0.45, because the ladders already keep the electrons apart. The shift is smaller than g, with s/g = 0.65, because of the quadratic diagrams. The higher pairs raise the result by a factor 1.14. The product 0.453 × 0.653 × 1.142 ≈ 0.34 is the ratio of the linearized shift to the estimate. The full ratio is 0.00674/0.0185 ≈ 0.36, and the remainder comes from terms of higher order in s. The sign follows from s > 0: the particle-hole attraction outweighs the other shifts and brings the excited pairs closer to the reference.

The balance changes with U. All correlation energies below are measured from the plane-wave Hartree-Fock energy 2e_0 + g. For L = 6 and U above about 3t this is no longer the lowest Hartree-Fock solution, since a symmetry-broken product of an up and a down orbital lies below it. The correlation energies, in units of t, are:

U = t: ladders −0.0326, all linear diagrams −0.0344, exact −0.0340
U = 4t: ladders −0.3286, all linear diagrams −0.3819, exact −0.3511
U = 8t: ladders −0.8805, all linear diagrams −1.1023, exact −0.9317

The sum of all linear diagrams lies below the exact energy as long as g < D_1, since then s < g and F(g) < F(s). At U = t and 2t it is closer to the exact result than the ladders are, but at U = 4t and 8t it is farther away. The reason is that its shift s = g grows in proportion to U, whereas the exact shift stays below F(0) < 1/σ_1. For L = 6 the crossover lies near U = 3.1t. In this model, at the stronger couplings shown, adding the linear hole diagrams without the quadratic ones that limit them therefore makes the ladder result worse.

At U = 8t the ladders still supply 94.5% of the correlation energy, but this fraction flatters them, because the plane-wave Hartree-Fock energy 2e_0 + g from which it is measured rises linearly with U. The total energies show the error directly. For U → ∞ the ladder sum tends to

E_pp → 2e_0 + 1/σ_1 = −4t + 0.6857t = −3.3143t.

The exact wave function must then vanish when the electrons meet. At zero total momentum it depends on the separation r alone, and either electron can change r by one, so

−2t[ψ(r+1) + ψ(r−1)] = Eψ(r), ψ(0) = ψ(L) = 0.

The solution without a sign change is ψ(r) = sin(πr/L). Since sin(a+b) + sin(a−b) = 2 sin a cos b, its energy is

E = −4t cos(π/L) = −3.4641t.

The ladders remove the infinite repulsion, but in this limit they leave the energy 0.15t too high. That remainder belongs to the diagrams with interacting holes and to the quadratic diagrams.

Numbers as computed

```
sites L = 6, hopping t = 1.0, U = 2.0 t
pair matrix element g = U/L = 0.333333 t
pair gaps D_k = 2.0000 6.0000 8.0000 6.0000 2.0000 t
sigma_1 = 1.458333 1/t
sigma_2 = 0.571181 1/t^2
sigma_3 = 0.261212 1/t^3
ladder ratio g*sigma_1 = 0.486111
ladder series converges below U = 4.1143 t
reference one-body energy 2e_0 = -4.000000 t
Hartree-Fock energy = -3.666667 t
contact amplitude, ladders = 0.672897
contact amplitude, exact = 0.652681
total energy, pp ladders = -3.775701 t
total energy, exact = -3.782440 t
exact starting-energy shift s = 0.217560 t
Correlation energy after adding each class:
  second order only = -0.162037 t
  pp ladders = -0.109034 t
  pp + hh = -0.100392 t
  pp + hh + ph = -0.119812 t
  all, with quadratic = -0.115773 t
exact minus pp ladders = -0.006739 t
  change from hh = 0.008642 t
  change from ph = -0.019420 t
  change from quadratic = 0.004039 t
pp share of exact correlation = 94.18 percent
Third order:
  pp = 0.078768 t
  hh = 0.021155 t
  ph = -0.042310 t
  total = 0.057613 t
Fourth order:
  pure pp ladder = -0.038290 t
  other linear diagrams = 0.017342 t
  quadratic diagrams = 0.010284 t
  total = -0.010664 t
Correlation energies in t: U/t, 2nd order, pp, pp+hh+ph, exact
  1.0  -0.040509  -0.032588  -0.034416  -0.034023
  2.0  -0.162037  -0.109034  -0.119812  -0.115773
  4.0  -0.648148  -0.328638  -0.381877  -0.351138
  8.0  -2.592593  -0.880503  -1.102310  -0.931742
total energy at U = 1e6 t, pp ladders = -3.3143 t
total energy at U = 1e6 t, exact = -3.4641 t
```
